# The Gordon identity and g = 2 for a minimally coupled electron: a numerical check

```python
"""Gordon identity for free Dirac spinors, and g = 2 from its spin term.

Result under test (atomic units, hbar = m = e = 1, c = 1/alpha):
  ubar' gamma^mu u = ubar' [(p+p')^mu + i sigma^(mu nu) q_nu] u / (2c)
with q = p' - p, metric (+,-,-,-), sigma^(mu nu) = (i/2)[gamma^mu, gamma^nu],
p^0 = E/c, and u, u' positive-energy solutions of the free Dirac equation.
With H = c alpha.(p + A) + beta c^2 (electron, charge -1) the spin term gives
(g/2) S.B with g = 2 at low momentum.
Spinors come from numerical diagonalization of the free Hamiltonian; g is
checked again from the spectrum of the Hamiltonian in a uniform field.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

c = 1.0 / const.fine_structure
bohr = const.physical_constants["Bohr radius"][0] * 1e10        # angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]   # eV

one2 = np.eye(2, dtype=complex)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
beta = np.kron(pauli[2], one2)
alpha = np.array([np.kron(pauli[0], s) for s in pauli])
Sigma = np.array([np.kron(one2, s) for s in pauli])
gamma = np.array([beta] + [beta @ a for a in alpha])
metric = np.diag([1.0, -1.0, -1.0, -1.0])
sigma = np.array([[0.5j * (gm @ gn - gn @ gm) for gn in gamma]
                  for gm in gamma])
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1.0, -1.0


def solve_free(p):
    """Four-momentum and the two positive-energy spinors (columns).

    The columns are the normalized positive-energy projections of the
    rest spinors (up, 0) and (down, 0)."""
    h = c * np.einsum("i,iab->ab", p, alpha) + c**2 * beta
    energy, vec = np.linalg.eigh(h)
    projector = vec[:, 2:] @ vec[:, 2:].conj().T
    u = projector[:, :2] / np.sqrt(projector[0, 0].real)
    return np.concatenate(([energy[3] / c], p)), u


def current_terms(p4, u, pp4, up):
    """Full current, convection term, spin term: arrays [mu, spin', spin]."""
    bar = up.conj().T @ beta
    q_low = metric @ (pp4 - p4)
    full = np.array([bar @ g @ u for g in gamma])
    convection = np.einsum("m,ab->mab", p4 + pp4, bar @ u) / (2 * c)
    spin_matrix = 1j * np.einsum("mnab,n->mab", sigma, q_low)
    spin = np.array([bar @ s @ u for s in spin_matrix]) / (2 * c)
    return full, convection, spin


# Matrix algebra used in the derivation
for m in range(4):
    for n in range(4):
        assert np.allclose(gamma[m] @ gamma[n],
                           metric[m, n] * np.eye(4) - 1j * sigma[m, n])
assert np.allclose(sigma[1:, 1:], np.einsum("ijk,kab->ijab", eps, Sigma))

# The identity for general momenta (energies differ), all spins and all mu
rng = np.random.default_rng(7)
identity_error = 0.0
for trial in range(20):
    p4, u = solve_free(c * rng.normal(size=3))
    pp4, up = solve_free(c * rng.normal(size=3))
    slash = np.einsum("m,mab->ab", metric @ p4, gamma)
    assert np.allclose(slash @ u, c * u, atol=1e-9)
    full, conv, spin = current_terms(p4, u, pp4, up)
    identity_error = max(identity_error, np.abs(full - conv - spin).max())
    assert np.abs(full - conv + spin).max() > 1e-3      # wrong sign of q
    q_low = metric @ (pp4 - p4)
    for part in (full, conv, spin):                     # conserved separately
        assert np.abs(np.einsum("m,mab->ab", q_low, part)).max() < 1e-9
    off_shell = rng.normal(size=(4, 2)) + 1j * rng.normal(size=(4, 2))
    bad = current_terms(p4, off_shell, pp4, up)
    assert np.abs(bad[0] - bad[1] - bad[2]).max() > 1e-3
assert identity_error < 1e-11

# Static field: elastic pairs with |p'| = |p|
for trial in range(20):
    p = c * rng.normal(size=3)
    direction = rng.normal(size=3)
    pp = np.linalg.norm(p) * direction / np.linalg.norm(direction)
    p4, u = solve_free(p)
    pp4, up = solve_free(pp)
    energy, q = c * p4[0], pp - p
    full, conv, spin = current_terms(p4, u, pp4, up)
    field_a = rng.normal(size=3) + 1j * rng.normal(size=3)
    field_b = 1j * np.cross(q, field_a)
    v_spin = c * np.einsum("i,iab->ab", field_a, spin[1:])
    sigma_b = np.einsum("i,iab->ab", field_b, Sigma)
    assert np.allclose(v_spin, 0.5 * up.conj().T @ beta @ sigma_b @ u,
                       atol=1e-8)
    sigma_cross_q = np.einsum("ijk,jab,k->iab", eps, pauli, q)
    two_component = c / (2 * energy) * (
        np.einsum("i,ab->iab", p + pp, one2) + 1j * sigma_cross_q)
    assert np.allclose(full[1:], two_component, atol=1e-11)
    sigma_n = np.einsum("i,iab->ab", np.cross(pp, p), pauli)
    scalar = ((energy + c**2) / (2 * energy) * one2
              - c**2 * (np.dot(pp, p) * one2 + 1j * sigma_n)
              / (2 * energy * (energy + c**2)))
    assert np.allclose(up.conj().T @ beta @ u, scalar, atol=1e-11)

# Orbital coupling in a uniform field: (p.A + A.p)/2 = B L_z / 2
x, y, z, b = sp.symbols("x y z b", real=True)
f = sp.Function("f")(x, y, z)
potential = (-b * y / 2, b * x / 2, sp.Integer(0))
coupling = sum(-sp.I * (sp.diff(a * f, r) + a * sp.diff(f, r)) / 2
               for a, r in zip(potential, (x, y, z)))
l_z_f = -sp.I * (x * sp.diff(f, y) - y * sp.diff(f, x))
assert sp.simplify(sp.expand(coupling - b * l_z_f / 2)) == 0


def spin_z_part(matrix):
    return (matrix[0, 0] - matrix[1, 1]) / 2


def show(label, value):
    print(f"{label}: {value.real:.4e} {value.imag:+.4e} i")


print("Free electron; currents are in units of c (no dimension)")
print(f"rest energy: {c**2 * hartree:.1f} eV")
print(f"speed of light: {c:.4f} atomic units")
print(f"largest error of identity, 20 random pairs: {identity_error:.1e}")
angle = np.pi / 3
print(f"scattering angle: {np.degrees(angle):.0f} degrees")
print("component along p+p' (x), q along y, spin up to spin up")
for wave_number in (1.0, 100.0):                        # 1/angstrom
    k_au = wave_number * bohr
    p = k_au * np.array([np.cos(angle / 2), -np.sin(angle / 2), 0.0])
    pp = p * np.array([1.0, -1.0, 1.0])
    p4, u = solve_free(p)
    pp4, up = solve_free(pp)
    full, conv, spin = current_terms(p4, u, pp4, up)
    print(f"-- wave number: {wave_number:.0f} 1/angstrom")
    q_size = np.linalg.norm(pp - p) / bohr
    print(f"momentum transfer q: {q_size:.4f} 1/angstrom")
    print(f"kinetic energy: {(c * p4[0] - c**2) * hartree:.5g} eV")
    show("full current", full[1, 0, 0])
    show("convection term", conv[1, 0, 0])
    show("spin term", spin[1, 0, 0])
    share = (spin_z_part(conv[1]) / spin_z_part(full[1])).real
    print(f"convection share of spin-dependent part: {share:.3e}")
    orbital = np.trace(full[1]) / 2 / (p + pp)[0]
    g_ratio = (2 * spin_z_part(full[1]) / (-1j * (pp - p)[1]) / orbital).real
    assert abs(g_ratio - 2) < 1e-9
    print(f"g from spin/orbital ratio of full current: {g_ratio:.6f}")

print("-- frame p' = -p: coefficient g read from spin term alone")
for wave_number in (1.0, 10.0, 100.0):
    pp = np.array([0.0, wave_number * bohr, 0.0])
    p4, u = solve_free(-pp)
    pp4, up = solve_free(pp)
    full, conv, spin = current_terms(p4, u, pp4, up)
    assert np.abs(conv[1:]).max() < 1e-12
    b_z = -1j * 2 * pp[1]                               # for unit A along x
    g_read = (4 * c * spin_z_part(spin[1]) / b_z).real
    assert abs(g_read - 2 * c / p4[0]) < 1e-9
    if wave_number == 1.0:
        assert abs(g_read - 2) < 1e-4
    print(f"|p| = {wave_number:.0f} 1/angstrom: {g_read:.6f}")


def field_levels(b_field, pauli_strength, size=12):
    """Positive energies minus c^2 for spin up (+1) and spin down (-1).

    Motion across the field, p_z = 0. The label beta*Sigma_z is conserved.
    States at the edge of the finite ladder basis are left out."""
    lower = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    pi_x = np.sqrt(b_field / 2) * (lower + lower.T)
    pi_y = 1j * np.sqrt(b_field / 2) * (lower - lower.T)
    unit = np.eye(size)
    label = np.kron(beta @ Sigma[2], unit)
    h = (c * (np.kron(alpha[0], pi_x) + np.kron(alpha[1], pi_y))
         + c**2 * np.kron(beta, unit) + pauli_strength * b_field / 2 * label)
    sign = np.diag(label).real
    assert np.allclose(h @ label, label @ h)
    ladder_number = np.tile(np.arange(size), 4)
    levels = {}
    for s in (1, -1):
        index = np.where(sign == s)[0]
        energy, vec = np.linalg.eigh(h[np.ix_(index, index)])
        mean_number = ladder_number[index] @ np.abs(vec)**2
        keep = (energy > 0) & (mean_number < size / 2)
        levels[s] = np.sort(energy[keep]) - c**2
    return levels


magnetic_length = 100.0                                 # angstrom
b_field = (bohr / magnetic_length)**2
print("-- uniform field, levels measured from the rest energy")
print(f"magnetic length: {magnetic_length:.0f} angstrom")
for strength in (0.0, 0.1):
    levels = field_levels(b_field, strength)
    up0, down0, down1 = levels[1][0], levels[-1][0], levels[-1][1]
    splitting = up0 - down0
    g_spectrum = 2 * splitting / b_field
    # rounding of energies near c^2 limits g to about 1e-5
    assert abs(g_spectrum - 2 * (1 + strength)) < 1e-4
    assert abs((up0 - down1) / b_field - strength) < 1e-4
    print(f"Pauli strength a: {strength:.1f}")
    for name, level in (("lowest spin-down", down0),
                        ("lowest spin-up", up0),
                        ("second spin-down", down1)):
        print(f"{name} level: {round(level * hartree, 7) + 0.0:.7f} eV")
    print(f"spin splitting: {splitting * hartree:.4e} eV")
    if strength == 0.0:
        print(f"same splitting: {splitting:.4e} hartree")
    print(f"g from spectrum: {g_spectrum:.4f}")

print("all tests passed")
```

Printed output:

```
Free electron; currents are in units of c (no dimension)
rest energy: 510999.0 eV
speed of light: 137.0360 atomic units
largest error of identity, 20 random pairs: 1.1e-15
scattering angle: 60 degrees
component along p+p' (x), q along y, spin up to spin up
-- wave number: 1 1/angstrom
momentum transfer q: 1.0000 1/angstrom
kinetic energy: 3.81 eV
full current: 3.3442e-03 -1.9308e-03 i
convection term: 3.3442e-03 +1.0797e-08 i
spin term: -6.2335e-09 -1.9308e-03 i
convection share of spin-dependent part: -5.592e-06
g from spin/orbital ratio of full current: 2.000000
-- wave number: 100 1/angstrom
momentum transfer q: 100.0000 1/angstrom
kinetic energy: 36776 eV
full current: 3.1197e-01 -1.8012e-01 i
convection term: 3.1758e-01 +9.7222e-03 i
spin term: -5.6131e-03 -1.8984e-01 i
convection share of spin-dependent part: -5.398e-02
g from spin/orbital ratio of full current: 2.000000
-- frame p' = -p: coefficient g read from spin term alone
|p| = 1 1/angstrom: 1.999985
|p| = 10 1/angstrom: 1.998510
|p| = 100 1/angstrom: 1.865724
-- uniform field, levels measured from the rest energy
magnetic length: 100 angstrom
Pauli strength a: 0.0
lowest spin-down level: 0.0000000 eV
lowest spin-up level: 0.0007620 eV
second spin-down level: 0.0007620 eV
spin splitting: 7.6200e-04 eV
same splitting: 2.8003e-05 hartree
g from spectrum: 2.0000
Pauli strength a: 0.1
lowest spin-down level: -0.0000381 eV
lowest spin-up level: 0.0008001 eV
second spin-down level: 0.0007239 eV
spin splitting: 8.3820e-04 eV
g from spectrum: 2.2000
all tests passed
```
